# Surface stress is not surface energy: the Shuttleworth relation from slab stress: a numerical check

```python
# Result under test: surface stress f = gamma + d(gamma)/d(strain), and
# f = (cell height) * (slab stress) / 2 when the bulk lattice is stress-free.
# gamma: excess energy per current area of one surface; tension is positive.
# Model: fcc crystal, site energy = A*sum exp(-P*x) - C*(sum exp(-2*q*x))**alpha,
# x = r/R0 - 1.  alpha = 1/2: metallic bonding; alpha = 1: pair potential.
# Internal units: eV and nm.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

R0, E_COH, P, Q = 0.26, 3.5, 11.0, 2.5
TO_SI = const.e / 1e-18          # eV/nm^2 -> J/m^2; also eV/nm^3 -> GPa
NEAR, FAR = 1.2, 2.3             # cutoffs in units of R0: 1 shell, 5 shells
STEP = 1e-4                      # strain step for central differences
FACES = {"001": (R0, R0, R0 / np.sqrt(2)),
         "110": (R0, np.sqrt(2) * R0, R0 / 2)}   # cell sides, layer spacing


def bonds(face, layers, cutoff=NEAR, reps=1):
    """Directed bond list; layers=0 gives one atom of the infinite crystal."""
    ax, ay, d = FACES[face]
    kz, w = int(cutoff * R0 / d) + 1, int(cutoff) + 1
    first, second, vectors = [], [], []
    for l in range(max(layers, 1)):
        for m in range(reps):
            for n in range(reps):
                for dl in range(-kz, kz + 1):
                    if layers and not 0 <= l + dl < layers:
                        continue
                    shift = ((l + dl) % 2 - l % 2) / 2
                    for dm in range(-w, w + 1):
                        for dn in range(-w, w + 1):
                            v = ((dm + shift) * ax, (dn + shift) * ay, dl * d)
                            r = np.sqrt(v[0]**2 + v[1]**2 + v[2]**2)
                            if 1e-6 < r < cutoff * R0:
                                lj = l + dl if layers else 0
                                first.append((l * reps + m) * reps + n)
                                second.append((lj * reps + (m + dm) % reps)
                                              * reps + (n + dn) % reps)
                                vectors.append(v)
    count = max(layers, 1) * reps**2
    return np.array(first), np.array(second), np.array(vectors), count


def fit(alpha=0.5, q=Q, cutoff=NEAR):
    """Find A and C so that the bulk has energy -E_COH and no stress at R0."""
    s = np.linalg.norm(bonds("001", 0, cutoff)[2], axis=1) / R0
    rep, att = np.exp(-P * (s - 1)), np.exp(-2 * q * (s - 1))
    rho = att.sum()
    matrix = [[rep.sum(), -rho**alpha],
              [-(P * s * rep).sum(),
               alpha * rho**(alpha - 1) * (2 * q * s * att).sum()]]
    a, c = np.linalg.solve(matrix, [-E_COH, 0.0])
    return a, c, alpha, q


def evaluate(lattice, model, strain, u=None):
    """Energy, dE/d(strain) along x, y, z, and dE/d(position)."""
    i, j, v0, n = lattice
    a, c, alpha, q = model
    v = v0 * (1 + np.array(strain))
    if u is not None:
        v = v + u[j] - u[i]
    r = np.sqrt((v**2).sum(axis=1))
    rep = a * np.exp(-P * (r / R0 - 1))
    att = np.exp(-2 * q * (r / R0 - 1))
    rho = np.bincount(i, att, n)
    energy = rep.sum() - c * (rho**alpha).sum()
    slope = (-P * rep + 2 * q * c * alpha * rho[i]**(alpha - 1) * att) / R0
    pull = (slope / r)[:, None] * v
    grad = np.array([np.bincount(j, pull[:, k], n)
                     - np.bincount(i, pull[:, k], n) for k in range(3)]).T
    return energy, (pull * v).sum(axis=0), grad


def relax(lattice, model, ex=0.0, ey=0.0, free_plane=False):
    """Newton relaxation of layer heights, and of the in-plane size if free."""
    n = lattice[3]
    half = n // 2

    def unpack(x):
        u = np.zeros((n, 3))
        u[:half, 2] = x[:half]
        u[half:, 2] = -x[:half][::-1]
        s = x[half] if free_plane else 0.0
        return u, s

    def residual(x):
        u, s = unpack(x)
        _, virial, grad = evaluate(lattice, model, (ex + s, ey + s, 0), u)
        res = grad[:half, 2]
        return np.append(res, virial[0]) if free_plane else res

    x = np.zeros(half + int(free_plane))
    for _ in range(40):
        res = residual(x)
        if np.abs(res).max() < 1e-9:
            break
        jac = np.array([(residual(x + e) - residual(x - e)) / 2e-5
                        for e in 1e-5 * np.eye(len(x))]).T
        x = x - np.linalg.solve(jac, res)
    assert np.abs(residual(x)).max() < 1e-9
    u, s = unpack(x)
    energy, virial, _ = evaluate(lattice, model, (ex + s, ey + s, 0), u)
    return energy, virial, u, s


def bulk_state(face, model, cutoff, ex, ey):
    """Bulk energy and virial per atom, normal stress relaxed to zero."""
    lat = bonds(face, 0, cutoff)
    ez = brentq(lambda e: evaluate(lat, model, (ex, ey, e))[1][2],
                -0.05, 0.05, xtol=1e-15)
    return evaluate(lat, model, (ex, ey, ez))[:2]


def area(face, ex=0.0, ey=0.0):
    return FACES[face][0] * FACES[face][1] * (1 + ex) * (1 + ey)


def gamma_of(face, lat, model, cutoff, ex=0.0, ey=0.0):
    excess = (relax(lat, model, ex, ey)[0]
              - lat[3] * bulk_state(face, model, cutoff, ex, ey)[0])
    return TO_SI * excess / (2 * area(face, ex, ey))


def energy_road(face, lat, model, cutoff=NEAR, axis=0, base=0.0):
    """gamma and its strain derivative, from energies alone."""
    values = []
    for h in (STEP, -STEP):
        e = [base, base]
        e[axis] = (1 + base) * (1 + h) - 1
        values.append(gamma_of(face, lat, model, cutoff, *e))
    g = gamma_of(face, lat, model, cutoff, base, base)
    return g, (values[0] - values[1]) / (2 * STEP)


def stress_road(face, lat, model, base=0.0):
    """Cell height times slab stress over two, from bond forces."""
    return TO_SI * relax(lat, model, base, base)[1] / (2 * area(face, base, base))


metal, pair = fit(), fit(alpha=1.0)
slab = bonds("001", 12)
bulk = bonds("001", 0)
A0, D = area("001"), FACES["001"][2]
print(f"bond length {R0} nm, cohesive energy {E_COH} eV, p = {P}, q = {Q}")
print(f"repulsion A = {metal[0]:.5f} eV, attraction C = {metal[1]:.5f} eV")
print(f"(001): area per atom {A0:.5f} nm^2, layer spacing {D:.5f} nm")

# Unrelaxed (001) surface: slab sums against closed forms
def frozen_excess(h):
    return (evaluate(slab, metal, (h, 0, 0))[0]
            - 12 * evaluate(bulk, metal, (h, 0, 0))[0]) / 2
g_frozen = TO_SI * frozen_excess(0) / A0
f_frozen = TO_SI * (frozen_excess(STEP) - frozen_excess(-STEP)) / (2 * STEP * A0)
B = E_COH * P / (P - Q)
g_closed = TO_SI * B * (1 - np.sqrt(2 / 3) - Q / (3 * P)) / R0**2
f_closed = TO_SI * B * Q / 4 * (np.sqrt(1.5) - 1) / R0**2
assert abs(g_frozen - g_closed) < 1e-9
assert abs(f_frozen - f_closed) < 1e-4
print(f"energy scale B = {B:.4f} eV")
print(f"unrelaxed (001): gamma = {g_frozen:.4f} J/m^2, f = {f_frozen:.4f} N/m")
print(f"closed forms:    gamma = {g_closed:.4f} J/m^2, f = {f_closed:.4f} N/m")

# Relaxed (001) surface: energies of strained slabs against bond forces
g, dg = energy_road("001", slab, metal)
f = stress_road("001", slab, metal)[0]
assert abs(g + dg - f) < 2e-5
assert abs(f - g) > 0.1
u = relax(slab, metal)[2]
print(f"relaxed (001): gamma = {g:.4f} J/m^2, d(gamma)/d(strain) = {dg:.4f} J/m^2")
print(f"  gamma + derivative = {g + dg:.5f} N/m; height*stress/2 = {f:.5f} N/m")
print(f"  ratio f/gamma = {f / g:.3f}")
print(f"  first layer spacing changes by {100 * (u[1, 2] - u[0, 2]) / D:.2f} %")
for height in (4.0, 6.0):
    stress = TO_SI * relax(slab, metal)[1][0] / (A0 * height)
    print(f"  12 layers in a cell {height} nm high: slab stress {stress:.4f} GPa")

# Pair bonds: positive surface energy, no surface stress
gp, dgp = energy_road("001", slab, pair)
fp = stress_road("001", slab, pair)[0]
assert abs(gp - TO_SI * E_COH / (3 * R0**2)) < 1e-9
assert abs(fp) < 1e-8 and abs(gp + dgp) < 2e-5
print(f"pair bonds (001): gamma = {gp:.4f} J/m^2, derivative = {dgp:.4f} J/m^2")
print(f"  surface stress below 1e-8 N/m: {abs(fp) < 1e-8}")

# (110): one surface energy, two principal stresses
slab110 = bonds("110", 20)
f110 = stress_road("110", slab110, metal)
for axis in (0, 1):
    g110, dg110 = energy_road("110", slab110, metal, axis=axis)
    assert abs(g110 + dg110 - f110[axis]) < 2e-5
assert abs(f110[0] - f110[1]) > 0.02
print(f"relaxed (110): gamma = {g110:.4f} J/m^2")
print(f"  f along close-packed rows {f110[0]:.4f} N/m, across {f110[1]:.4f} N/m")

# In-plane lattice away from the stress-free bulk
MISFIT = 0.003
gm, dgm = energy_road("001", slab, metal, base=MISFIT)
bulk_virial = bulk_state("001", metal, NEAR, MISFIT, MISFIT)[1][0]
print(f"in-plane lattice stretched by {100 * MISFIT:.1f} %:")
for layers in (12, 24):
    raw = stress_road("001", bonds("001", layers), metal, MISFIT)[0]
    part = TO_SI * layers * bulk_virial / (2 * area("001", MISFIT, MISFIT))
    assert abs(raw - part - gm - dgm) < 5e-5
    print(f"  {layers} layers: raw {raw:.4f}, bulk part {part:.4f},"
          f" corrected f {raw - part:.4f} N/m")
print(f"  change of f itself by the stretch: {gm + dgm - f:.4f} N/m")

# Free films contract by the surface stress, not by the surface energy
w = [bulk_state("001", metal, NEAR, h, h)[1][0] for h in (STEP, -STEP)]
modulus = TO_SI * (w[0] - w[1]) / (2 * STEP * A0 * D)
print(f"biaxial modulus {modulus:.2f} GPa")
errors = []
for layers in (24, 48, 96):
    s = relax(bonds("001", layers), metal, free_plane=True)[3]
    by_f = -2 * f / (modulus * layers * D)
    by_g = -2 * g / (modulus * layers * D)
    errors.append(abs(s / by_f - 1))
    print(f"film {layers * D:.3f} nm: strain {100 * s:.4f} %,"
          f" from f {100 * by_f:.4f} %, from gamma {100 * by_g:.4f} %")
assert errors[2] < 0.05 and errors[2] < 0.6 * errors[1]
assert abs(s / by_g - 1) > 2 * errors[2]
assert abs(relax(bonds("001", 24), pair, free_plane=True)[3]) < 1e-9
print("pair-bond film: strain below 1e-9")

# Size of neglected effects: interaction range and parameter q
far_model, far_slab = fit(cutoff=FAR), bonds("001", 16, FAR)
g_far, dg_far = energy_road("001", far_slab, far_model, FAR)
f_far = stress_road("001", far_slab, far_model)[0]
assert abs(g_far + dg_far - f_far) < 2e-5
print(f"five neighbour shells: gamma = {g_far:.4f} J/m^2, f = {f_far:.4f} N/m")
for q in (0.9 * Q, 1.1 * Q):
    other = fit(q=q)
    print(f"q = {q:.2f}: gamma = {gamma_of('001', slab, other, NEAR):.4f} J/m^2,"
          f" f = {stress_road('001', slab, other)[0]:.4f} N/m")

# Vibrations: each atom oscillates alone in the field of its neighbours
TEMP, MASS, REPS = 300.0, 64 * const.atomic_mass, 4
big = bonds("001", 12, reps=REPS)


def vibration(ex):
    """Excess vibrational free energy of one surface cell; bulk quantum (eV)."""
    u0 = np.repeat(relax(slab, metal, ex)[2], REPS**2, axis=0)
    free, quantum = [], 0.0
    for layer in range(6):
        total, atom = 0.0, layer * REPS**2
        for k in range(3):
            ends = []
            for h in (1e-4, -1e-4):
                u1 = u0.copy()
                u1[atom, k] += h
                ends.append(evaluate(big, metal, (ex, 0, 0), u1)[2][atom, k])
            spring = TO_SI * (ends[0] - ends[1]) / 2e-4
            quantum = const.hbar * np.sqrt(spring / MASS) / const.e
            kt = const.k * TEMP / const.e
            total += quantum / 2 + kt * np.log(1 - np.exp(-quantum / kt))
        free.append(total)
    return sum(free) - 6 * free[-1], quantum


g_vib = TO_SI * vibration(0.0)[0] / A0
f_vib = TO_SI * (vibration(1e-3)[0] - vibration(-1e-3)[0]) / (2e-3 * A0)
print(f"vibrations at {TEMP:.0f} K, mass 64 u:"
      f" bulk quantum {1000 * vibration(0.0)[1]:.2f} meV")
print(f"  they add {g_vib:.4f} J/m^2 to gamma and {f_vib:.4f} N/m to f")
print("OK")
```

It prints:

```
bond length 0.26 nm, cohesive energy 3.5 eV, p = 11.0, q = 2.5
repulsion A = 0.08578 eV, attraction C = 1.30753 eV
(001): area per atom 0.06760 nm^2, layer spacing 0.18385 nm
energy scale B = 4.5294 eV
unrelaxed (001): gamma = 1.1567 J/m^2, f = 1.5079 N/m
closed forms:    gamma = 1.1567 J/m^2, f = 1.5079 N/m
relaxed (001): gamma = 1.1409 J/m^2, d(gamma)/d(strain) = -0.2906 J/m^2
  gamma + derivative = 0.85030 N/m; height*stress/2 = 0.85030 N/m
  ratio f/gamma = 0.745
  first layer spacing changes by -3.04 %
  12 layers in a cell 4.0 nm high: slab stress 0.4251 GPa
  12 layers in a cell 6.0 nm high: slab stress 0.2834 GPa
pair bonds (001): gamma = 2.7651 J/m^2, derivative = -2.7651 J/m^2
  surface stress below 1e-8 N/m: True
relaxed (110): gamma = 1.2262 J/m^2
  f along close-packed rows 1.1093 N/m, across 0.3954 N/m
in-plane lattice stretched by 0.3 %:
  12 layers: raw 1.3636, bulk part 0.5215, corrected f 0.8421 N/m
  24 layers: raw 1.8851, bulk part 1.0430, corrected f 0.8421 N/m
  change of f itself by the stretch: -0.0082 N/m
biaxial modulus 161.85 GPa
film 4.412 nm: strain -0.2350 %, from f -0.2381 %, from gamma -0.3195 %
film 8.825 nm: strain -0.1183 %, from f -0.1191 %, from gamma -0.1598 %
film 17.649 nm: strain -0.0593 %, from f -0.0595 %, from gamma -0.0799 %
pair-bond film: strain below 1e-9
five neighbour shells: gamma = 1.2221 J/m^2, f = 1.2737 N/m
q = 2.25: gamma = 1.1896 J/m^2, f = 0.7629 N/m
q = 2.75: gamma = 1.0889 J/m^2, f = 0.9356 N/m
vibrations at 300 K, mass 64 u: bulk quantum 21.10 meV
  they add -0.0261 J/m^2 to gamma and -0.0506 N/m to f
OK
```
